# Becke-Johnson exchange correction: derivation, shell steps and asymptotic constant, part 2

How well does the Becke-Johnson (BJ) correction, the second term in

$$v_x(\mathbf r)\approx v_S(\mathbf r)+C\sqrt{\frac{\tau(\mathbf r)}{\rho(\mathbf r)}},\qquad C=\frac1\pi\sqrt{\frac56}\approx0.2906, \tag{1}$$

model the response potential $v_{\rm resp}=v_x-v_S$ in atoms? Hartree atomic units are used, and all quantities belong to one spin. The orbitals $\varphi_i$, with levels $\varepsilon_i$, are real, orthonormal, fully occupied eigenfunctions of a local potential. The highest occupied level $\varepsilon_H$ is measured from the potential at infinity. The densities are

$$\rho=\sum_i\varphi_i^2,\qquad \tau=\frac12\sum_i|\nabla\varphi_i|^2,\qquad \gamma(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i(\mathbf r'). \tag{2}$$

The exchange energy and Slater potential are

$$E_x=-\frac12\iint\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad
v_S(\mathbf r)=-\frac1{\rho(\mathbf r)}\int\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{3}$$

The exchange hole $\gamma^2/\rho(\mathbf r)$ contains one electron.

A local model of the response must have the form $\rho^{1/3}G(s)$, with $s=\tau/\rho^{5/3}$. Hydrogen requires $G=C\sqrt s$ for $s\ge1.0725$; using it at smaller $s$ is a choice of continuation. The uniform gas, with Fermi wave number $k_F$, fixes $C$. For hydrogen with nuclear charge $Z$ the correction is the constant

$$\frac{CZ}{\sqrt2}\approx0.2055\,Z\ \text{hartree}. \tag{12}$$

For closed subshells $a$ with angular momentum $l_a$, the radial orbital is $R_a=P_a/r$, with $\int P_a^2dr=1$. There are $N_a=2l_a+1$ orbitals per subshell, and $n=\sum_aN_aP_a^2$. Then

$$4\pi r^2\rho=n,\qquad
4\pi r^2\tau=\frac12\sum_aN_a\left[\left(P_a'-\frac{P_a}r\right)^2+\frac{l_a(l_a+1)}{r^2}P_a^2\right]. \tag{13}$$

With $K$ the exchange operator, the density fractions $w_a$ and orbital exchange potentials $u_a$ are

$$w_a=\frac{N_aP_a^2}n,\qquad \sum_aw_a=1,\qquad u_a=\frac{KP_a}{P_a},\qquad v_S=\sum_aw_au_a. \tag{15}$$

Products such as $P_a^2u_a=P_aKP_a$ are finite at nodes of $P_a$.

### 2.2 A reference response potential

The Krieger-Li-Iafrate (KLI) approximation provides a reference with explicit shell structure. It follows from the condition for a local exchange potential. Let a small change $\delta v$ of the local potential change the orbitals. By definition $\delta E_x=\int v_x\,\delta\rho\,d^3r$, with $\delta\rho=2\sum_i\varphi_i\delta\varphi_i$. The exchange energy contains four orbital factors, and their variations contribute equally, so also $\delta E_x=2\sum_i\int\delta\varphi_i\,K\varphi_i\,d^3r$. Equating the two expressions,

$$\sum_i\int\delta\varphi_i\,(v_x-K)\varphi_i\,d^3r=0,\qquad
\delta\varphi_i=\sum_{j\ne i}\varphi_j\frac{\langle j|\delta v|i\rangle}{\varepsilon_i-\varepsilon_j}. \tag{16}$$

For a closed-subshell atom $\delta v$ is spherical and couples states of equal angular symmetry, so no vanishing denominator occurs. Since $\delta v$ is otherwise arbitrary, the spherical average of

$$\sum_i\varphi_i(\mathbf r)\sum_{j\ne i}\varphi_j(\mathbf r)\frac{\langle j|v_x-K|i\rangle}{\varepsilon_i-\varepsilon_j}$$

must vanish. KLI replaces all denominators by one common number, which then drops out. This neglects the detailed orbital shifts of the full optimized effective potential. Completeness gives

$$\sum_{j\ne i}\varphi_j\langle j|v_x-K|i\rangle=(v_x-K)\varphi_i-\varphi_i\langle i|v_x-K|i\rangle .$$

Write $c_i=\langle i|v_x-K|i\rangle$. Multiplying by $\varphi_i$, summing over $i$ and dividing by $\rho$, we find for closed subshells

$$v_x^{\rm KLI}=v_S+\sum_aw_ac_a,\qquad c_a=\int P_a^2v_x^{\rm KLI}\,dr-\int P_aKP_a\,dr. \tag{17}$$

The response is thus a density-weighted mixture of constants. Where one subshell dominates, it is nearly flat at $c_a$; where dominance changes, it forms a step.

The constants follow by inserting the first relation in the second. With $M_{ab}=\int P_a^2w_b\,dr$ and hence $\sum_bM_{ab}=1$,

$$\sum_bM_{ab}(c_a-c_b)=\sum_b\int P_a^2w_b\,(u_b-u_a)\,dr. \tag{18}$$

For two subshells this reads $c_a-c_b=\int P_a^2w_b(u_b-u_a)dr/M_{ab}$. The step is the average difference of the two orbital exchange potentials, taken where the subshells overlap. It is positive if the inner orbital has the deeper exchange potential on this average.

Adding one number to all $c_a$ leaves (18) unchanged, so the linear system is singular. Setting $c=0$ for the highest occupied subshell makes the response vanish at infinity. In practice a least-squares solution followed by this shift is sufficient.

### 2.3 Why the kinetic ratio has the same steps

Dividing the two radial sums for $\tau$ and $\rho$ gives

$$\frac\tau\rho=\sum_aw_at_a,\qquad
t_a=\frac12\left[\left(\frac{P_a'}{P_a}-\frac1r\right)^2+\frac{l_a(l_a+1)}{r^2}\right]. \tag{19}$$

The weights are those of (17). Both potentials therefore change from shell to shell in the same region. At a node of $P_a$, $t_a$ diverges but $w_at_a$ remains finite.

If a subshell decayed as a pure exponential with $\kappa_a=\sqrt{-2\varepsilon_a}$ and angular gradients were negligible, then $t_a=\kappa_a^2/2=|\varepsilon_a|$. A change of dominance from $a$ to $b$ would lower the correction by

$$\Delta_{ab}=\frac C{\sqrt2}(\kappa_a-\kappa_b)=C\left(\sqrt{|\varepsilon_a|}-\sqrt{|\varepsilon_b|}\right). \tag{20}$$

This is an estimate of scale. Nodes, powers of $r$ and angular gradients make $t_a$ depend on position and bend the plateaus.

There is also a difference in shape. For two constants $t_a>t_b$, concavity of the square root gives

$$\sqrt{w_at_a+w_bt_b}\ge w_a\sqrt{t_a}+w_b\sqrt{t_b}.$$

At equal weights the correction is therefore still above the midpoint of its step, whereas the KLI response is at its midpoint. In this idealized case the Becke-Johnson step is displaced outward.

### 2.4 The limit at large distance

Let the potential that generates the orbitals vanish at infinity as $-q/r$, with faster-decaying remainders. At large $r$ the highest subshell dominates, because any other contributes to the density a relative amount that decays as $e^{-2(\kappa_a-\kappa)r}$, apart from powers of $r$. Here $\kappa=\sqrt{-2\varepsilon_H}$. The radial equation is

$$\frac{P''}P=\kappa^2-\frac{2q}r+O(r^{-2}).$$

Insert $P\sim r^\alpha e^{-\kappa r}$. Then $P'/P=-\kappa+\alpha/r$, and $P''/P=(P'/P)^2+(P'/P)'=\kappa^2-2\kappa\alpha/r+O(r^{-2})$. Comparing the $1/r$ terms gives $\alpha=q/\kappa$. The radial orbital $R=P/r$ therefore satisfies

$$R\sim r^\beta e^{-\kappa r},\qquad \beta=\frac q\kappa-1,\qquad
\frac{R'}R=-\kappa+\frac\beta r+O(r^{-2}). \tag{21}$$

The angular term in (19) is of order $r^{-2}$. Taking the square root,

$$C\sqrt{\frac\tau\rho}=\frac{C\kappa}{\sqrt2}-\frac{C\beta}{\sqrt2\,r}+O(r^{-2}),\qquad
\frac{C\kappa}{\sqrt2}=C\sqrt{|\varepsilon_H|}. \tag{22}$$

The constant is accompanied by a $1/r$ term. The exchange hole contains one electron and remains near the atom when the reference point moves away, so $v_S\to-1/r$. After subtraction of the constant, the approximate exchange potential behaves as

$$-\frac{1+C\beta/\sqrt2}{r}, \tag{23}$$

instead of $-1/r$. Subtracting a constant repairs the zero of energy but not this coefficient. For hydrogen $q=\kappa=Z$, so $\beta=0$ and the extra term is absent.

In a self-consistent calculation with (1), the potential itself tends to $v_\infty=C\kappa/\sqrt2$ if no constant is subtracted. Then $\kappa$ must be obtained from $\kappa^2/2=v_\infty-\varepsilon_H$. Using $\sqrt{-2\varepsilon_H}$ with the unshifted level would be wrong. Equivalently, measure the level from $v_\infty$.

The closed-subshell assumption also matters. Suppose that the highest orbital is a single $p$ orbital, $\varphi=zf(r)$. On the plane $z=0$ it contributes nothing to $\rho$, but its gradient has magnitude $|f|$, so $\tau\ge f^2/2$. If the density there comes from an orbital with decay constant $\kappa'>\kappa$, then $\tau/\rho$ grows as $e^{2(\kappa'-\kappa)r}$, apart from powers of $r$. On such a plane the correction has no finite limit.

### 2.5 Model atom

The example has twelve electrons, $1s^22s^22p^63s^2$, in the fixed potential

$$v(r)=-\frac{1+11e^{-2r}}r. \tag{24}$$

The charge seen by an electron is 12 at the nucleus and 1 far away. These are round model parameters. The orbitals are the Kohn-Sham orbitals of their own density, and all exchange potentials are evaluated on them without further self-consistency.

| Subshell | $\varepsilon_a$ (hartree) | $c_a$ (hartree) | $C\sqrt{\lvert\varepsilon_a\rvert}$ (hartree) |
|---|---:|---:|---:|
| 1s | −52.496 | 2.849 | 2.105 |
| 2s | −4.266 | 0.737 | 0.600 |
| 2p | −3.338 | 0.519 | 0.531 |
| 3s | −0.265 | 0 | 0.150 |

The estimate (20) from 1s to 2p is $2.105-0.531=1.574$ hartree, while the KLI constants differ by $2.330$. From 2p to 3s the numbers are $0.381$ and $0.519$. The pure-exponential estimate is thus too small by 32 and 27 percent of the KLI differences. The full correction, which includes the actual orbital shapes, has the following profile.

| $r$ (bohr) | KLI response (hartree) | $C\sqrt{\tau/\rho}$ (hartree) |
|---:|---:|---:|
| 0.05 | 2.671 | 2.560 |
| 0.20 | 1.601 | 2.055 |
| 0.30 | 0.746 | 1.168 |
| 0.50 | 0.579 | 0.744 |
| 0.80 | 0.588 | 0.716 |
| 1.20 | 0.481 | 0.625 |
| 2.00 | 0.016 | 0.127 |
| 3.00 | 0.000 | 0.114 |
| 12.00 | 0.000 | 0.143 |

Between 0.05 and 0.80 bohr the correction falls by $2.560-0.716=1.844$ hartree, and the KLI response by $2.083$. Between 0.80 and 3.00 bohr the falls are $0.60$ and $0.59$. These heights depend somewhat on the chosen radii, because the plateaus are not flat.

The core value exceeds the 1s estimate of 2.105 for a definite reason. In the radial equation of an $s$ orbital the singular terms $-R'/r$ and $-12R/r$ must cancel as $r\to0$. At the nucleus every $s$ orbital therefore has $|R'/R|=12$, set by the Coulomb singularity and not by its screened level. The $p$ orbitals add to $\tau$ there but not to $\rho$. Hence the correction at the nucleus is at least $12\times0.2055=2.466$ hartree.

The steepest fall per unit of $\ln r$ occurs at 0.21 bohr for KLI and 0.24 bohr for the correction. For the second step the radii are 1.40 and 1.49 bohr. Both displacements are outward, the direction expected from the two-constant argument of Section 2.3. The variation of the $t_a$ with $r$ can also move the steps, so the displacements cannot be attributed to concavity alone.

As an overall measure, take the density-weighted root-mean-square deviation from the KLI exchange potential, after removing the best constant. It is 0.776 hartree for the Slater potential and 0.140 hartree with the correction, or 18 percent of the first value. The comparison does not assess the orbital-shift terms that KLI omits.

Between 0.001 and 12 bohr the smallest $s=\tau/\rho^{5/3}$ is 1.104, reached at the inner end. Closer to the nucleus $s$ is lower, about 1.086 as $r\to0$. This is still above the hydrogen bound 1.0725, so the continuation to smaller $s$ plays no part in this atom within 12 bohr.

### 2.6 The constants of two systems

For the twelve-electron atom the highest level is 3s, and (22) gives

$$C\sqrt{|\varepsilon_{3s}|}=0.29058\sqrt{0.26516}=0.1496\ \text{hartree}=4.07\ \text{eV}.$$

Here $q=1$ and $\kappa=0.7282$ bohr$^{-1}$, so $\beta=1/0.7282-1=0.373$. The correction approaches its limit from below. It is above the limit inside the atom and must therefore pass through a minimum; the calculated one is 0.103 hartree at 2.36 bohr. The KLI response has no such depression: none of its constants $c_a$ is negative here, so it never falls below its limit of zero.

At 200 bohr, (22) predicts $0.14963-0.2055\times0.373/200=0.14925$ hartree. Inward integration of the equation for $P'/P$ gives 0.14924. The exchange tail (23) is $-1.077/r$.

Now remove the two 3s electrons while keeping the potential (24). The highest level becomes 2p, and the limit is

$$C\sqrt{|\varepsilon_{2p}|}=0.29058\sqrt{3.33785}=0.5309\ \text{hartree}=14.45\ \text{eV}.$$

In this case $\beta=-0.613$: the approach is from above, and the exchange tail is $-0.874/r$. The same fixed potential has produced a limit larger by 0.381 hartree because its highest occupied orbital is different. One-electron hydrogen has yet another constant, 0.2055 hartree.

For one isolated atom with equal spin densities the constant can be subtracted. It changes neither the orbitals nor differences between their levels. In a spin-polarized atom each spin has its own constant: with only one 3s electron removed from the model, the limits are 0.150 hartree for one spin and 0.531 hartree for the other. One subtraction cannot remove both, and separate subtractions shift the levels of one spin against those of the other. For two systems A and B so far apart that their orbitals do not overlap, $\rho$, $\tau$ and the exchange hole near A are those of A alone, and likewise for B. The correction therefore carries the offset $C\sqrt{|\varepsilon_H^A|}$ around A and $C\sqrt{|\varepsilon_H^B|}$ around B, with each level measured from the zero of its isolated system. One global subtraction cannot remove both if they differ. The levels of the two systems are then misaligned by

$$C\left(\sqrt{|\varepsilon_H^A|}-\sqrt{|\varepsilon_H^B|}\right). \tag{25}$$

For the twelve- and ten-electron systems above, evaluated on their given orbitals, the magnitude is 0.381 hartree. Relative levels of separated fragments, and any charge transfer decided by them, inherit this error.

### 2.7 Points for implementation

1. Evaluate $\tau$ and $\rho$ for one spin from the same orbitals, and check the factor $\tfrac12$ in $\tau$ before choosing the coefficient. A uniform gas with $k_F=1$ bohr$^{-1}$ must give $\tau/\rho=0.3$ bohr$^{-2}$ and a correction of $1/(2\pi)=0.159$ hartree.
2. In the far tail the quotient is formed from two very small numbers. For closed subshells it can be replaced there by (22), once the highest subshell dominates and the $r^{-2}$ terms are below the required accuracy.
3. For an isolated closed-subshell atom, subtract $C\kappa/\sqrt2$, with the $\kappa$ of the spin in question, if levels relative to vacuum are needed. Do not read the constant from the correction at a moderate radius: at 12 bohr the twelve-electron atom is still 0.007 hartree below its limit.
4. Do not enforce monotonic decay. The outer minimum is a property of the formula when $\beta>0$, and removing it would change the approximation.

The numerical output gives the full radial profile and the remaining values.

## Calculated quantities

```
All energies and potentials in hartree, lengths in bohr
Gas, k_F = 1/bohr: v_S = -0.47746, v_x = -0.31831, tau/rho = 0.30000
C from gas integrals = 0.29057; sqrt(5/6)/pi = 0.29058 (dimensionless)
s = tau/rho^(5/3): hydrogen lower bound 1.0725, gas 4.5578 (dimensionless)
Smallest s in model atom, r = 0.001 to 12: 1.1040
Hydrogen, G = s^0.4: relative spread for r = 0.1 to 8: 1.05e+00
Hydrogen, G = s^0.5: relative spread for r = 0.1 to 8: 1.16e-12
Hydrogen, G = s^0.6: relative spread for r = 0.1 to 8: 1.05e+00
Hydrogen BJ constant = 0.20547 hartree
Model atom: orbital, level, kappa (1/bohr), KLI constant c, C*kappa/sqrt(2)
  1s   -52.49604  10.24656   2.84851   2.10534
  2s    -4.26597   2.92095   0.73687   0.60016
  2p    -3.33785   2.58374   0.51894   0.53088
  3s    -0.26516   0.72823   0.00000   0.14963
Pure-exponential step 1s to 2p: 1.5745; KLI 2.3296
Pure-exponential step 2p to 3s: 0.3812; KLI 0.5189
Profile: r, v_S, KLI response, BJ correction, BJ minus its limit
   0.02  -11.8231    2.6778    2.5368    2.3872
   0.05  -10.5061    2.6710    2.5596    2.4100
   0.10   -8.0160    2.5854    2.5720    2.4223
   0.20   -4.3340    1.6010    2.0550    1.9054
   0.30   -3.1884    0.7460    1.1681    1.0185
   0.50   -2.5873    0.5795    0.7442    0.5946
   0.80   -1.7450    0.5876    0.7161    0.5665
   1.20   -0.9679    0.4808    0.6251    0.4755
   2.00   -0.3734    0.0160    0.1274   -0.0222
   3.00   -0.2991    0.0001    0.1135   -0.0361
   5.00   -0.1978    0.0000    0.1311   -0.0186
   8.00   -0.1250    0.0000    0.1388   -0.0108
  12.00   -0.0833    0.0000    0.1427   -0.0069
Steepest fall per ln r, first step: KLI r = 0.206, BJ r = 0.240 bohr
Steepest fall per ln r, second step: KLI r = 1.398, BJ r = 1.492 bohr
Density-weighted rms from KLI, best constant removed: Slater 0.7763
  the same with BJ correction 0.1404; ratio 0.181
Slater at r = 0.6: radial formula -2.28453, direct integral -2.28452
Outer minimum of BJ correction: 0.1030 hartree at r = 2.36 bohr
12 electrons: BJ at r = 200: 0.14924; limit 0.14963 = 4.072 eV
10 electrons: BJ at r = 200: 0.53151; limit 0.53088 = 14.446 eV
Difference of the two limits = 0.38125 hartree
12 electrons: beta = 0.3732; r*v_x tail = -1.0767 (KLI: -1)
10 electrons: beta = -0.6130; r*v_x tail = -0.8741 (KLI: -1)
```
